# The 2Ag and 1Bu States of PPP Polyenes: Full CI versus CIS

## Problem

An all-trans polyene of $N=2n$ carbon sites ($N=4,6,8$: butadiene, hexatriene, octatetraene) with $N$ π electrons is described by the Pariser–Parr–Pople (PPP) Hamiltonian with a scaled interaction,

$$H(\lambda)=T+\lambda W,\quad T=-\sum_{r,\sigma}t_r\,(c^\dagger_{r\sigma}c_{r+1,\sigma}+\text{h.c.}),\quad W=\tfrac12\sum_{rs}\gamma_{rs}q_rq_s,$$

where $q_r=n_r-1$ and $\gamma_{rs}=U/\sqrt{1+(Ur_{rs}/e^2)^2}$ is the Ohno potential ($\gamma_{rr}=U$, $e^2=14.3996$ eV Å). The model parameters are: $U=11.26$ eV; $t_d=2.568$ eV and 1.35 Å on the double bonds 12, 34, …; $t_s=2.232$ eV and 1.45 Å on the single bonds; angles of 120°. The geometry is fixed, so all energies are vertical. $E(X)$ is an excitation energy and $\Delta(\lambda)=E(2A_g)-E(1B_u)$.

(a) Find the symmetries that label the states, and define $2A_g$ and $1B_u$ unambiguously.

(b) Find the sign of $\Delta$ at $\lambda=0$ and for $\lambda\to\infty$, and the slope $d\Delta/d\lambda$ at $\lambda=0$.

(c) Determine what singles CI (CIS) on the restricted Hartree–Fock (RHF) reference gives for these states.

(d) Define a triplet-pair weight and evaluate it for butadiene at $t_s=0$, at $\lambda=0$ and at $\lambda\to\infty$.

(e) Compare full CI with CIS for $0\le\lambda\le1$.

## Solution

### (a) Symmetries

Work at $S_z=0$ with determinants $|I,K\rangle=A^\dagger_{I\uparrow}A^\dagger_{K\downarrow}|\text{vac}\rangle$, where $I$ and $K$ are sets of $n$ sites and each $A^\dagger$ creates in increasing site order. Let $E^\sigma_{pq}=c^\dagger_{p\sigma}c_{q\sigma}$. Acting on a string it gives the sign $(-1)^m$, $m$ being the number of electrons of that spin between $p$ and $q$. For neighbours $m=0$, so every off-diagonal element of $H$ is $-t_r$ or 0. A determinant is called covalent if all $q_r=0$, ionic otherwise.

*Spin.* At $S_z=0$, $S^2=S^-S^+=\sum_{pq}c^\dagger_{p\downarrow}(\delta_{pq}-c^\dagger_{q\uparrow}c_{p\uparrow})c_{q\downarrow}=n-\sum_{pq}E^\uparrow_{qp}E^\downarrow_{pq}$. A spin rotation by π about $y$ sends $c^\dagger_\uparrow\to c^\dagger_\downarrow$, $c^\dagger_\downarrow\to-c^\dagger_\uparrow$, so $|I,K\rangle\to(-1)^n(-1)^{n^2}|K,I\rangle=|K,I\rangle$, the second sign coming from reordering the two strings. On $|S,0\rangle$ this rotation gives $P_S(\cos\pi)=(-1)^S$. Singlet amplitudes therefore obey $C_{IK}=C_{KI}$.

*Reversal.* $R$ maps $r\to N+1-r$, the twofold rotation of the molecule. Restoring the order costs $(-1)^{n(n-1)/2}$ per string, and the two signs cancel. $R=+1$ is $A_g$, $R=-1$ is $B_u$.

*Alternancy.* Define $J|I,K\rangle=|\bar I,\bar K\rangle$, the bar denoting the complement. If $E_{pq}$ takes $I$ to $I'$ with sign $(-1)^m$, then $E_{qp}$ takes $\bar I$ to $\bar I'$ with sign $(-1)^{|p-q|-1-m}$, because the other sites in between are the occupied ones in $\bar I$. With $n_{p\sigma}\to1-n_{p\sigma}$ this gives

$$JE^\sigma_{pq}J=\delta_{pq}-(-1)^{p+q}E^\sigma_{qp}.\tag{1}$$

For neighbours $E_{pq}\to E_{qp}$, so $T$ is invariant; $q_r\to-q_r$, so $W$ is invariant. Inserting (1) in $S^2$ gives $n-(N-n-n)-\sum E^\uparrow_{pq}E^\downarrow_{qp}=S^2$, since $N=2n$.

*Ground state.* The off-diagonal elements are non-positive and hops connect all determinants, so by the Perron–Frobenius theorem the ground state is non-degenerate with all $C_{IK}>0$. $R$ and $J$ permute determinants without signs, hence $R=J=+1$. Two positive vectors cannot be orthogonal, so the spin equals that of the $\lambda=0$ closed shell, $S=0$.

In Pariser's notation $J=+1$ singlets are "minus" and $J=-1$ singlets "plus". The in-plane dipole $\sum_r\mathbf r_rq_r$ is odd under $J$ and $R$, so one photon connects the ground state $1\,^1A_g^-$ to $^1B_u^+$ states alone. Below, $1B_u$ is the lowest $^1B_u^+$ state and $2A_g$ the second $^1A_g^-$ state. The label $J$ is needed: in CIS at $\lambda=1$ a $^1A_g^+$ state turns out to lie below $2\,^1A_g^-$.

### (b) The two limits and the initial slope

*Strong coupling.* In a covalent determinant $K=\bar I$, so $J|I,K\rangle=|K,I\rangle$. A singlet has $C_{KI}=C_{IK}$, a $J=-1$ state has $C_{KI}=-C_{IK}$ on such determinants, so a plus singlet has zero covalent amplitude at every $\lambda$. One pair of charges $q_r=1$, $q_s=-1$ costs $W=U-\gamma_{rs}$, smallest on a double bond. Enumeration of all ionic determinants (a test in the numerical check, for each $N$) confirms that none lies lower than $w=U-\gamma_{12}=11.26-7.744=3.516$ eV. With $\|T\|$ the largest magnitude of an eigenvalue of $T$, the total energy obeys $\mathcal E(1B_u)\ge\lambda w-\|T\|$.

Between covalent determinants $H$ vanishes: $W=0$, and one hop makes a determinant ionic. Two orthogonal covalent singlets lie in the $A_g^-$ sector: singlets on all double bonds, and triplets on the two end bonds coupled to $S=0$ with singlets in between. $R$ maps each onto ± itself. They contain ↑↓↑↓… and ↑↑(↑↓…)↓↓ respectively, on which reversal coincides with the spin flip, so the sign is $+$. The min–max principle then gives $\mathcal E(2A_g)\le0$, and

$$\Delta(\lambda)\le\|T\|-\lambda w.\tag{2}$$

An ion pair on bond 12 with singlets elsewhere has four distinct images under $R$ and $J$, so a $B_u^+$ trial state with $\langle W\rangle=w$ exists. As the ground energy lies between $-\|T\|$ and 0, $E(1B_u)/\lambda\to w$. For butadiene at $\lambda=200$ full CI gives 3.5165 eV against 3.5164 eV.

*Hückel limit.* At $\lambda=0$ the one-electron matrix $h$ connects sites of opposite parity, so an occupied orbital $c_i(r)$ with energy $-\varepsilon$ has the partner $c_{i'}(r)=(-1)^rc_i(r)$ with energy $+\varepsilon$. Write $H$, $H{-}1$ for the top occupied orbitals, $L=H'$, $L{+}1=(H{-}1)'$. Multiplying (1) by $c_{j'}(p)c_i(q)$ and summing, the $\delta$ term vanishes by orthogonality and

$$JE_{j'i}J=-E_{i'j}.\tag{3}$$

Likewise $JE_{ii}J=1-E_{i'i'}$, so the closed shell maps to ± itself for each spin and has $J=+1$. For singlet excitations $\sum x_{ij}|i\to j'\rangle$, antisymmetric $x$ is then $J=+1$ and symmetric $x$ is $J=-1$. Since $N+1$ is odd, $(-1)^r$ changes sign under $R$, so $i$ and $i'$ have opposite parity. Successive orbitals of an open chain differ by one node, so $H$ and $H{-}1$ also have opposite parity. Thus $H\to L$ is $B_u^+$ at $2\varepsilon_L$, and $(|H\to L{+}1\rangle-|H{-}1\to L\rangle)/\sqrt2$ is $A_g^-$ at $\varepsilon_L+\varepsilon_{L+1}$. The lowest double excitation $H^2\to L^2$, also $A_g^-$, costs $4\varepsilon_L$, which is higher here (6.736 against 5.600 eV, 5.122 against 4.330, 4.210 against 3.523). Hence

$$\Delta(0)=\varepsilon_{L+1}-\varepsilon_L>0 .$$

Eigenvalues within a sector are continuous in $\lambda$, so with (2) the states must cross. For butadiene $\|T\|=2(1.684+3.916)=11.2$ eV, and (2) places a crossing at or below $\lambda=11.2/3.516=3.2$, a loose bound.

*Mean-field matrix elements.* Expanding $q_rq_s$ and using $n_{r\sigma}^2=n_{r\sigma}$, $W$ becomes a two-electron repulsion with integrals $(rr|ss)=\gamma_{rs}$, a one-electron term $\tfrac12U-\sum_s\gamma_{rs}$ on site $r$, and a constant. For a closed shell with $P_{rs}=2\sum_ic_i(r)c_i(s)$, Coulomb minus half exchange gives $F=h+\lambda G$ with

$$G_{rr}=\sum_s\gamma_{rs}(P_{ss}-1)+\tfrac12U(1-P_{rr}),\qquad G_{rs}=-\tfrac12\gamma_{rs}P_{rs}.$$

For paired orbitals completeness reads $\sum_ic_i(r)c_i(s)[1+(-1)^{r+s}]=\delta_{rs}$, so $P_{rs}=\delta_{rs}$ between sites of equal parity. Then $G$ too connects sites of opposite parity alone, pairing survives self-consistency, and $G_{i'i'}=-G_{ii}$ in the orbital basis. Let $(ia|jb)=\sum_{rs}c_ic_a(r)\gamma_{rs}c_jc_b(s)$. The Slater–Condon rules give, between single excitations and relative to the reference energy, $F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+\lambda[(ia|jb)-(ij|ab)]$ when both excite the same spin and $\lambda(ia|jb)$ otherwise. Singlets take the sum, triplets the difference:

$$A^{S,T}_{ia,jb}=F_{ab}\delta_{ij}-F_{ij}\delta_{ab}+\lambda\,[(1\pm1)(ia|jb)-(ij|ab)].\tag{4}$$

*Slope.* The Hellmann–Feynman theorem gives $dE/d\lambda=\langle W\rangle_X-\langle W\rangle_0$. At $\lambda=0$ both states are non-degenerate in their sectors, so the slope is the $\lambda$-linear part of (4) with Hückel orbitals. With $J_{pq}=(pp|qq)$ and $K_{pq}=(pq|pq)$,

$$s(1B_u)=G_{LL}-G_{HH}-J_{HL}+2K_{HL}.$$

For $2A_g$, both diagonal elements equal $G_{L+1,L+1}-G_{HH}-J_{H,H-1}+2K'$, by $G_{i'i'}=-G_{ii}$ and $c_{i'}^2=c_i^2$, with $K'=K_{H,L+1}$. The two configurations share the product $(-1)^rc_Hc_{H-1}$, and $c_Lc_{L+1}=c_Hc_{H-1}$, so the off-diagonal element is $2K'-K_{H,H-1}$. The minus combination has diagonal minus off-diagonal:

$$s(2A_g)=G_{L+1,L+1}-G_{HH}-J_{H,H-1}+K_{H,H-1}.$$

These formulas agree with finite differences of full CI and give $d\Delta/d\lambda=1.810-2.398=-0.59$ eV for $N=4$, $2.278-2.456=-0.18$ eV for $N=6$ and $2.443-2.414=+0.03$ eV for $N=8$. In octatetraene $\Delta$ first rises slightly, so a monotonic fall with interaction strength is false as a general statement.

### (c) Singles CI

CIS diagonalizes (4) with self-consistent orbitals. For antisymmetric $x$ the transition density vanishes on every site,

$$\sum_{ij}x_{ij}c_i(r)c_{j'}(r)=(-1)^r\sum_{ij}x_{ij}c_i(r)c_j(r)=0,$$

so the $(ia|jb)$ term drops out and $A^Sx=A^Tx$. Each CIS minus singlet is degenerate with a triplet of the same amplitudes: it is one electron–hole pair on which exchange does not act.

To first order in $\lambda$ the RHF orbital energies shift by $\lambda G_{pp}$ and the integrals in (4) may be taken with Hückel orbitals. CIS therefore has the same $\Delta(0)$ and the same initial slope as full CI, and the two differ from second order on.

A pair of $H\to L$ triplet excitations needs a double excitation. The $H\to L$ triplet operators are $T_+=a^\dagger_{L\uparrow}a_{H\downarrow}$, $T_-=a^\dagger_{L\downarrow}a_{H\uparrow}$ and $T_0=(a^\dagger_{L\uparrow}a_{H\uparrow}-a^\dagger_{L\downarrow}a_{H\downarrow})/\sqrt2$. By the Pauli principle $T_\pm^2=T_\pm T_0=0$ and $T_0^2=-a^\dagger_{L\uparrow}a_{H\uparrow}a^\dagger_{L\downarrow}a_{H\downarrow}$, and $T_+T_-$ also empties $H$ and fills $L$. Any product of two yields zero or the determinant $H^2\to L^2$, which lies outside the CIS space.

### (d) Triplet-pair weight

For double bond $k$ with sites $i,j$, and $m_i=(n_{i\uparrow}-n_{i\downarrow})^2$, let $P_k=\mathbf S_i\cdot\mathbf S_j+\tfrac34m_im_j$. If both sites are singly occupied, $\mathbf S_i\cdot\mathbf S_j$ is $\tfrac14$ (triplet) or $-\tfrac34$ (singlet), so $P_k$ is 1 or 0; otherwise both terms vanish. The $P_k$ are commuting projectors, and the probability that at least two double bonds are local triplets is

$$w_{TT}=1-\Big\langle\prod_k(1-P_k)\Big\rangle-\sum_k\Big\langle P_k\prod_{l\ne k}(1-P_l)\Big\rangle .$$

For $N=4$ this is $\langle P_1P_2\rangle$. On singlets $P_1P_2$ projects on $|TT\rangle=(t_+t_--t_0t_0+t_-t_+)/\sqrt3$, where $t_M$ are the bond triplets. The determinant ↑↑↓↓ is $t_+t_-$, and it occurs in no other singlet orthogonal to $|TT\rangle$, so $w_{TT}=3|C(\uparrow\uparrow\downarrow\downarrow)|^2$.

*Dimer limit, $t_s=0$.* $|TT\rangle$ is covalent, so $W|TT\rangle=0$. A hop within a bond would put two electrons on one site, which requires a singlet, so $T|TT\rangle=0$. It is an eigenstate with $\mathcal E=0$ and $w_{TT}=1$. At $\lambda=1$ full CI has the ground state at $-7.344$ eV and the next $^1A_g^-$ levels at 0 and 0.355 eV, so $|TT\rangle$ is $2A_g$, with $E=7.344$ eV. The order depends on $\lambda$: at $\lambda=0.25$, 0.5, 0.75 and 0.9 another $^1A_g^-$ state lies below $|TT\rangle$ and $w_{TT}(2A_g)=0$. A $P$ without elements between the two bonds gives an $F$ without them, so the RHF orbitals can be taken as the bonding and antibonding orbitals of each bond. A single excitation either leaves one bond in its closed shell or leaves one and three electrons on the bonds; $P_1P_2$ annihilates both. In this limit CIS misses the triplet pair exactly. Its $A_g^-$ root, $x_{12}=-x_{21}$, is a charge transfer between the bonds. Its energy, 7.461 eV, is close to 7.344 eV although the two states are orthogonal.

*Hückel limit.* The orbitals are $H{-}1=(a,b,b,a)$, $H=(b,a,-a,-b)$, $L=(b,-a,-a,b)$, $L{+}1=(a,-b,b,-a)$, with $2a^2+2b^2=1$; the site-1 equation $-t_db=-\varepsilon_{L+1}a$ gives $b/a=3.916/2.568=1.525$. The amplitude of ↑↑↓↓ in a determinant is the $2\times2$ minor of the ↑ orbitals on sites 1,2 times that of the ↓ orbitals on sites 3,4. On both site pairs the minor is $a^2-b^2$ for $\{H{-}1,H\}$, $-2ab$ for $\{H{-}1,L{+}1\}$ and $+2ab$ for $\{L,H\}$. The four determinants of $2A_g$ enter with $\pm\tfrac12$:

$$C=\tfrac12[2(-2ab)-2(2ab)](a^2-b^2)=4ab(b^2-a^2).$$

With $a^2=0.5/(1+1.525^2)=0.1504$, $b^2=0.3496$, $ab=0.2293$: $C=0.183$ and $w_{TT}=3C^2=0.100$, the full-CI value at $\lambda=0$. A single excitation thus carries some weight once $t_s\neq0$; it vanishes at $a=b$, the dimer limit.

*Strong coupling.* In second order a hop on bond $b$ must be undone on the same bond to return to the covalent space. A bond singlet couples with magnitude $\sqrt2t_b$ to each of two ionic states at $\lambda(U-\gamma_b)$, a triplet to none. The singlet is lowered by $J_b=4t_b^2/[\lambda(U-\gamma_b)]$, and $H_{\rm eff}=\sum_bJ_b(\mathbf S\cdot\mathbf S-\tfrac14)$. Four spins have two singlets, $SS$ and $TT$. Dropping the constant, the double bonds contribute $-\tfrac32J_d$ and $+\tfrac12J_d$. For $\mathbf S_2\cdot\mathbf S_3$, the $SS$ element is zero because a spin in a singlet has no mean. Coupling (23) with (14) instead shows its eigenvalues to be $-\tfrac34$ and $\tfrac14$. The trace $-\tfrac12$ fixes the $TT$ element at $-\tfrac12$, and the determinant $-\tfrac3{16}$ fixes the coupling at $\sqrt3/4$ in magnitude. The diagonal splitting is $D=2J_d-\tfrac12J_s$, and the $2\times2$ problem gives

$$E(2A_g)=\sqrt{D^2+\tfrac34J_s^2}\propto\frac1\lambda,\qquad w_{TT}=\tfrac12\Big(1+\frac{D}{E}\Big).$$

At $\lambda=200$: $J_d=4(2.568)^2/(200\times3.516)=0.0375$ eV, $J_s=4(2.232)^2/[200(11.26-7.448)]=0.0261$ eV, $D=0.06195$ eV, $E=0.0660$ eV and $w_{TT}=\tfrac12(1+0.939)=0.970$. Full CI gives 0.0660 eV and 0.970.

### (e) Full CI against CIS

Full CI diagonalizes $H$ in each $(S,R,J)$ block; the $^1A_g^-$ blocks have 9, 56 and 485 states. The numerical check tests the spectra ($N=4,6$) and ground energies against an independent solver, and (4) against expectation values of $H$ over determinants. Energies are in eV.

| $\lambda$ | 0 | 0.25 | 0.5 | 0.75 | 1 |
|---|---|---|---|---|---|
| $\Delta$ full CI, $N=4$ | 2.23 | 1.84 | 1.17 | 0.38 | −0.48 |
| $N=6$ | 1.77 | 1.44 | 0.84 | 0.12 | −0.69 |
| $N=8$ | 1.42 | 1.14 | 0.62 | −0.04 | −0.81 |
| $\Delta$ CIS, $N=4$ | 2.23 | 2.12 | 2.08 | 2.09 | 2.14 |
| $N=6$ | 1.77 | 1.76 | 1.81 | 1.90 | 2.02 |
| $N=8$ | 1.42 | 1.47 | 1.58 | 1.74 | 1.93 |

On this grid the full-CI gap falls at every step and changes sign at $\lambda_c=0.863$, 0.789 and 0.735, while the CIS gap stays positive. For $N=8$ the initial rise is minute: at $\lambda=0.02$ the gap, 1.416 eV, is already below $\Delta(0)=1.418$ eV. There the first-order term, the one CIS shares with full CI, is nearly zero, so the fall comes from higher orders.

At $\lambda=1$ the Hellmann–Feynman slopes for butadiene are $-0.947$ eV for $2A_g$ and $+2.655$ eV for $1B_u$; for octatetraene, $-0.456$ and $+2.775$ eV. Since a slope is $\langle W\rangle_X-\langle W\rangle_0$, the $2A_g$ state stores less charge-fluctuation energy than the ground state, and $1B_u$ more. The covalent weights agree with this: 0.61 for $2A_g$, 0.41 for the ground state and zero for $1B_u$ in butadiene.

| $\lambda=1$ | $N=4$ | $N=6$ | $N=8$ |
|---|---|---|---|
| $E(2A_g)$ full CI / CIS | 5.34 / 7.61 | 4.36 / 6.65 | 3.75 / 6.03 |
| $E(1B_u)$ full CI / CIS | 5.83 / 5.47 | 5.05 / 4.63 | 4.56 / 4.10 |
| $E(T_1)$ full CI / CIS | 2.67 / 2.45 | 2.18 / 2.02 | 1.91 / 1.78 |
| singles in $2A_g$ / $1B_u$ | 0.43 / 0.97 | 0.35 / 0.95 | 0.30 / 0.92 |
| doubles in $2A_g$ ($H^2\to L^2$) | 0.57 (0.36) | 0.60 (0.35) | 0.60 (0.33) |
| $w_{TT}(2A_g)$ full CI / CIS | 0.60 / 0.06 | 0.44 / 0.04 | 0.39 / 0.04 |
| $w_{TT}$ ground state, full CI | 0.01 | 0.02 | 0.03 |

The weights refer to RHF orbitals, and $T_1$ is the lowest triplet, of $B_u$ symmetry. The CIS $^1A_g^+$ roots (7.40, 6.61, 5.94 eV) lie below the CIS $2A_g$ roots, whereas in full CI $^1A_g^+$ (7.55, 6.75, 6.09 eV) lies more than 2 eV above $2A_g$.

*Where CIS errs.* Relative to the full-CI excitation energy, CIS is off by $2.265/5.343=+42\%$ for $2A_g$ and $-0.357/5.827=-6\%$ for $1B_u$ in butadiene, and by $2.280/3.752=+61\%$ and $-0.459/4.560=-10\%$ in octatetraene. An error in an excitation energy is the error in the state's total energy minus that of the reference. In butadiene RHF lies $8.024-7.428=0.596$ eV above the ground state, so CIS misses $0.596-0.357=0.24$ eV in $1B_u$ and $0.596+2.265=2.86$ eV in $2A_g$. In octatetraene the three figures are $16.812-15.600=1.212$, 0.75 and 3.49 eV. CIS puts $1B_u$ too low because that state lacks less correlation energy than the reference, and $2A_g$ too high because more than half of its weight lies outside the reference and singles. The CIS $A_g^-$ root is called $2A_g$ by its order in the sector only. Its squared overlap with the full-CI $2A_g$ is 0.43, 0.35 and 0.30 for $N=4,6,8$, and for $N=6$ and 8 it overlaps more with a higher full-CI $^1A_g^-$ state (0.41 with the one at 8.08 eV, 0.43 with the one at 7.26 eV).

*Triplet-pair character.* The full-CI $w_{TT}(2A_g)$ rises along the grid from 0.10 to 0.60 ($N=4$), 0.045 to 0.44 ($N=6$) and 0.039 to 0.39 ($N=8$). At $\lambda=1$ it is ten to eleven times the CIS value ($0.605/0.060$, $0.438/0.041$, $0.390/0.036$), and in octatetraene the CIS value hardly exceeds the 0.031 of the correlated ground state. In butadiene 0.605 of the covalent weight 0.612 is $|TT\rangle$. About a third of $2A_g$ is $H^2\to L^2$, the determinant that two $H\to L$ triplets produce in (c). The square of the singlet operator $(a^\dagger_{L\uparrow}a_{H\uparrow}+a^\dagger_{L\downarrow}a_{H\downarrow})/\sqrt2$ gives the same determinant, so this weight alone does not measure triplet pairing.

The state is not a pure pair: $w_{TT}$ is below one half for $N=6$ and 8, and singles keep 30 to 43% of the weight. The measure counts triplets only when each is confined to one double bond. That its decline with $N$ reflects triplets spread over several bonds is a conjecture.

The ratio $E(2A_g)/E(T_1)$ is $5.343/2.665=2.00$, $4.361/2.176=2.00$ and $3.752/1.905=1.97$ in full CI, against 3.1, 3.3 and 3.4 in CIS. Two non-interacting triplets would give 2. Nothing derived here fixes the ratio; at $\lambda=0$, where $T_1$ costs $2\varepsilon_L$, it is $5.600/3.368=1.66$ for butadiene. In full CI it rises steadily with $\lambda$ and passes through 2 near $\lambda=0.97$ for $N=4$ and 6 and near $\lambda=1.2$ for $N=8$; for butadiene it is 1.81, 1.89, 1.95, 2.00, 2.14 and 2.28 at $\lambda=0.25$, 0.5, 0.75, 1, 2 and 50. It thus moves away from 2 on the way to the strong-coupling limit, where $w_{TT}$ is about 0.97 in butadiene, so its closeness to 2 at $\lambda=1$ is no measure of triplet pairing.

*Range of validity.* The labels and the bound (2) rest on $J$, which requires half filling, equal site energies and hopping between sites of opposite parity. Next-nearest hopping or a heteroatom breaks $J$, which then no longer keeps $1B_u$ free of covalent amplitude. At $\lambda=1$ a uniform next-nearest hopping of 0.3 eV gives it a covalent weight of 0.007 in hexatriene, and lowering the energy of site 1 by 1 eV gives 0.02 in butadiene. In butadiene both covalent singlets are $A_g$, so a perturbation that preserves $R$ leaves the weight at zero. The inversion $\Delta(1)<0$ belongs to this parameter set at fixed geometry without σ electrons. Scaling all interactions down by 14% removes it in butadiene and by 27% in octatetraene, so the model does not settle the vertical ordering in real butadiene.

## Calculated quantities

```
e2=14.3996 eV A, U=11.26 eV, td=2.568 eV, ts=2.232 eV, rd=1.35 A, rs=1.45 A
lam grid: 0.00 0.25 0.50 0.75 1.00
r12 r23 r13 r14 (A): 1.350 1.450 2.425 3.648
gamma12 23 13 14 (eV): 7.744 7.448 5.252 3.725
--- N=4: dim(Sz=0)=36, dim(1Ag-)=9, lam_c=0.863
Hueckel eL eL+1 1Bu 2Ag HH->LL (eV): 1.684 3.916 3.368 5.600 6.736
dE/dlam at 0: 2Ag 1Bu diff (eV): 1.810 2.398 -0.587
dE/dlam at 1: 2Ag 1Bu diff (eV): -0.947 2.655 -3.601
Delta FCI on grid (eV): 2.232 1.840 1.175 0.385 -0.485
Delta CIS on grid (eV): 2.232 2.124 2.083 2.091 2.137
wTT(2Ag) FCI on grid: 0.100 0.273 0.408 0.516 0.605
E0 FCI=-8.024 eV, E RHF=-7.428 eV
FCI T1 2Ag- 1Bu+ Ag+ Bu- (eV): 2.665 5.343 5.827 7.547 10.230
CIS T1 2Ag- 1Bu+ Ag+ (eV): 2.453 7.607 5.470 7.396
CIS-FCI 2Ag 1Bu (eV): 2.265 -0.357 ; E(2Ag)/E(T1) FCI CIS: 2.005 3.102
2Ag weights ref S D higher HH->LL: 0.008 0.427 0.565 0.000 0.357
1Bu weights ref S D higher HH->LL: 0.000 0.972 0.022 0.006 0.000
wTT FCI 1Ag 2Ag 1Bu, RHF, CIS 2Ag: 0.010 0.605 0.000 0.001 0.060
covalent weight FCI 1Ag 2Ag 1Bu, CIS 2Ag: 0.409 0.612 0.000 0.080
--- N=6: dim(Sz=0)=400, dim(1Ag-)=56, lam_c=0.789
Hueckel eL eL+1 1Bu 2Ag HH->LL (eV): 1.281 3.049 2.561 4.330 5.122
dE/dlam at 0: 2Ag 1Bu diff (eV): 2.278 2.456 -0.177
dE/dlam at 1: 2Ag 1Bu diff (eV): -0.644 2.736 -3.380
Delta FCI on grid (eV): 1.769 1.435 0.839 0.121 -0.687
Delta CIS on grid (eV): 1.769 1.760 1.807 1.898 2.022
wTT(2Ag) FCI on grid: 0.045 0.166 0.265 0.355 0.438
E0 FCI=-12.414 eV, E RHF=-11.511 eV
FCI T1 2Ag- 1Bu+ Ag+ Bu- (eV): 2.176 4.361 5.048 6.749 5.337
CIS T1 2Ag- 1Bu+ Ag+ (eV): 2.016 6.654 4.632 6.610
CIS-FCI 2Ag 1Bu (eV): 2.293 -0.415 ; E(2Ag)/E(T1) FCI CIS: 2.004 3.300
2Ag weights ref S D higher HH->LL: 0.013 0.351 0.595 0.040 0.347
1Bu weights ref S D higher HH->LL: 0.000 0.947 0.036 0.017 0.000
wTT FCI 1Ag 2Ag 1Bu, RHF, CIS 2Ag: 0.020 0.438 0.003 0.003 0.041
covalent weight FCI 1Ag 2Ag 1Bu, CIS 2Ag: 0.250 0.340 0.000 0.039
--- N=8: dim(Sz=0)=4900, dim(1Ag-)=485, lam_c=0.735
Hueckel eL eL+1 1Bu 2Ag HH->LL (eV): 1.052 2.471 2.105 3.523 4.210
dE/dlam at 0: 2Ag 1Bu diff (eV): 2.443 2.414 0.029
dE/dlam at 1: 2Ag 1Bu diff (eV): -0.456 2.775 -3.231
Delta FCI on grid (eV): 1.418 1.144 0.616 -0.044 -0.807
Delta CIS on grid (eV): 1.418 1.468 1.582 1.742 1.932
wTT(2Ag) FCI on grid: 0.039 0.137 0.225 0.310 0.390
E0 FCI=-16.812 eV, E RHF=-15.600 eV
FCI T1 2Ag- 1Bu+ Ag+ Bu- (eV): 1.905 3.752 4.560 6.093 4.698
CIS T1 2Ag- 1Bu+ Ag+ (eV): 1.783 6.033 4.101 5.939
CIS-FCI 2Ag 1Bu (eV): 2.280 -0.459 ; E(2Ag)/E(T1) FCI CIS: 1.969 3.383
2Ag weights ref S D higher HH->LL: 0.016 0.302 0.598 0.083 0.333
1Bu weights ref S D higher HH->LL: 0.000 0.920 0.047 0.033 0.000
wTT FCI 1Ag 2Ag 1Bu, RHF, CIS 2Ag: 0.031 0.390 0.011 0.005 0.036
covalent weight FCI 1Ag 2Ag 1Bu, CIS 2Ag: 0.153 0.195 0.000 0.019
--- N=4, lam=200: Jd=0.03751 eV, Js=0.02614 eV, D=0.06195 eV
E(2Ag) FCI=0.06595 eV, Heisenberg=0.06595 eV
wTT FCI=0.9696, Heisenberg=0.9696
E(1Bu)/lam=3.5165 eV, U-gamma12=3.5164 eV
--- N=4, ts=0: E0=-7.344 eV, total E(2Ag)=0.000 eV, wTT=1.0000
next 1Ag- total E=0.355 eV, CIS Ag- excitation=7.461 eV
max |P1 P2 single excitation|=2.8e-17
```
